# Why a Smaller Gap Can Need a Higher Breakdown Voltage: test program

```python
# Result under test: in a uniform field at fixed pressure p the breakdown
# voltage of a gap d is V = B p d / ln(A p d / L), L = ln(1 + 1/gamma).
# It has a minimum at p d = e L / A; for smaller gaps V rises, and it
# diverges at p d = L / A.
# A: collisions per cm and Torr; V_ion: effective ionization potential (V);
# B = A V_ion; gamma: electrons released from the cathode per arriving ion.
# A second, nonlocal model lets every electron start from rest, so that it
# cannot ionize before it has fallen through V_ion.
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

A = 10.0
V_ion = 20.0
B = A * V_ion
gamma = 0.01
p = 1.0
L = np.log(1 + 1 / gamma)
mfp = 1 / (A * p)
rng = np.random.default_rng(12345)


def alpha(field, pressure=p):
    """Ionizations per cm of electron path along the field."""
    return A * pressure * np.exp(-B * pressure / field)


def feedback(V, d, pressure=p, slabs=4000):
    """New cathode electrons per old one, avalanche integrated in slabs."""
    h = alpha(V / d, pressure) * d / slabs
    growth = (1 + h / 2) / (1 - h / 2)
    n = np.concatenate(([1.0], np.cumprod(np.full(slabs, growth))))
    ions = h * np.sum(0.5 * (n[1:] + n[:-1]))
    return gamma * ions


def breakdown_numeric(d, pressure=p):
    """Voltage at which each cathode electron just replaces itself."""
    return brentq(lambda V: np.log(feedback(V, d, pressure)),
                  20.0, 1e6, xtol=1e-9, rtol=1e-13)


def paschen(d, pressure=p):
    return B * pressure * d / np.log(A * pressure * d / L)


def electrons_nonlocal(V, d):
    """Series for the mean number of electrons reaching the anode."""
    y = d / mfp
    a = V_ion * d / (V * mfp)
    k = np.arange(0, int(y / a) + 1)
    rest = y - k * a
    k, rest = k[rest > 0], rest[rest > 0]
    return np.sum(np.exp(-k * a + k * np.log(rest) - gammaln(k + 1)))


def breakdown_nonlocal(d):
    return brentq(lambda V: np.log(gamma * electrons_nonlocal(V, d)
                                   / (1 + gamma)),
                  1.01 * V_ion, 2e4, xtol=1e-10, rtol=1e-13)


def avalanche_monte_carlo(V, d, runs=10000):
    """Follow every electron from collision to collision."""
    position = np.zeros(runs)
    run = np.arange(runs)
    collected = np.zeros(runs)
    threshold_path = V_ion * d / V
    while position.size:
        path = rng.exponential(mfp, position.size)
        new = position + path
        inside = new < d
        collected += np.bincount(run[~inside], minlength=runs)
        ionizes = inside & (path >= threshold_path)
        position = np.concatenate((new[inside], new[ionizes]))
        run = np.concatenate((run[inside], run[ionizes]))
    return collected.mean(), collected.std() / np.sqrt(runs)


gaps = [4.0, 2.0, 1.2, 0.8, 0.6, 0.5]
d_min = np.e * L / (A * p)
V_min = np.e * L * B / A
d_limit = L / (A * p)

# Paschen formula against the integrated avalanche with feedback
for d in gaps:
    assert abs(breakdown_numeric(d) / paschen(d) - 1) < 1e-4

# Position and height of the minimum, found by numerical search
search = minimize_scalar(breakdown_numeric, bounds=(0.6, 4.0),
                         method="bounded", options={"xatol": 1e-6})
assert abs(search.x / d_min - 1) < 1e-3
assert abs(search.fun / V_min - 1) < 1e-5

# Slope formula against finite differences, on both branches
slopes = {}
for d in (4.0, 0.6):
    step = 5e-4
    difference = (breakdown_numeric(d + step)
                  - breakdown_numeric(d - step)) / (2 * step)
    slopes[d] = paschen(d) / d * (1 - 1 / np.log(A * p * d / L))
    assert abs(difference / slopes[d] - 1) < 1e-3
assert slopes[4.0] > 0 > slopes[0.6]

# Below the limiting gap no voltage works; just above it a high one does
assert feedback(1e9, 0.99 * d_limit) < 1 < feedback(1e6, 1.01 * d_limit)

# Ionization coefficient from randomly drawn free paths
for d in (4.0, 1.2, 0.6):
    field = paschen(d) / d
    paths = rng.exponential(mfp, 2000000)
    sampled = np.sum(paths * field >= V_ion) / np.sum(paths)
    assert abs(sampled / alpha(field) - 1) < 0.015

# Voltage per e-fold of the avalanche is least at the field B p
best = minimize_scalar(lambda E: E / alpha(E), bounds=(20.0, 2000.0),
                       method="bounded", options={"xatol": 1e-6})
assert abs(best.x / (B * p) - 1) < 1e-4
assert abs(best.fun * L / search.fun - 1) < 1e-5

# Gaps that a fixed supply can break down, found from the feedback
V_supply = 300.0
edge_short = brentq(lambda d: np.log(feedback(V_supply, d)), d_limit, d_min)
edge_long = brentq(lambda d: np.log(feedback(V_supply, d)), d_min, 6.0)
for edge in (edge_short, edge_long):
    assert abs(paschen(edge) / V_supply - 1) < 1e-4
assert feedback(V_supply, 0.6) < 1 < feedback(V_supply, 1.2)
assert feedback(V_supply, 4.0) < 1

# Nonlocal series against the Monte Carlo avalanche
monte_carlo = {}
for d in (4.0, 1.2, 0.6):
    V = breakdown_nonlocal(d)
    mean, error = avalanche_monte_carlo(V, d)
    monte_carlo[d] = (mean, error)
    assert abs(mean - electrons_nonlocal(V, d)) < 5 * error
    assert error < 0.03 * mean

# The nonlocal minimum lies at the same field; its left branch also rises
nonlocal_min = minimize_scalar(breakdown_nonlocal, bounds=(0.6, 4.0),
                               method="bounded", options={"xatol": 1e-7})
assert abs(nonlocal_min.fun / nonlocal_min.x / (B * p) - 1) < 1e-3
left = [breakdown_nonlocal(d) for d in
        np.linspace(0.5, 0.98 * nonlocal_min.x, 40)]
assert np.all(np.diff(left) < 0)
needed = 1 + 1 / gamma
assert electrons_nonlocal(2e5, 0.99 * d_limit) < needed
assert electrons_nonlocal(2e5, 1.01 * d_limit) > needed

# Same product of pressure and gap gives the same voltage
p_atm = 760.0
assert abs(breakdown_numeric(0.6 / p_atm, p_atm) / paschen(0.6) - 1) < 1e-4

print(f"A = {A:.0f} per (cm Torr), V_ion = {V_ion:.0f} V")
print(f"B = {B:.0f} V/(cm Torr), gamma = {gamma:.2f}, p = {p:.0f} Torr")
print(f"mean free path = {mfp:.3f} cm")
print(f"L = ln(1 + 1/gamma) = {L:.4f}")
print(f"electrons needed at anode per cathode electron = {needed:.0f}")
print(f"gap at minimum = {d_min:.4f} cm")
print(f"minimum voltage = {V_min:.2f} V")
print(f"numerical search: {search.x:.4f} cm, {search.fun:.2f} V")
print(f"field at minimum = {V_min / d_min:.1f} V/cm")
print(f"limiting gap = {d_limit:.4f} cm")
print("Local model at breakdown, for each gap:")
for d in gaps:
    V = paschen(d)
    fraction = np.exp(-B * p * d / V)
    print(f"d = {d:.1f} cm: V = {V:.1f} V, E = {V / d:.1f} V/cm")
    print(f"  collisions d/mfp = {d / mfp:.0f}, ionizing fraction = "
          f"{fraction:.3f}, volts per e-fold = {V / L:.1f} V")
print(f"least volts per e-fold = {best.fun:.2f} V at {best.x:.1f} V/cm")
print(f"V(2 cm)/V(4 cm) = {paschen(2.0) / paschen(4.0):.3f}")
print(f"V(0.6 cm)/V(1.2 cm) = {paschen(0.6) / paschen(1.2):.3f}")
for d in (4.0, 0.6):
    print(f"slope dV/dd at {d:.1f} cm = {slopes[d]:.1f} V/cm")
print(f"supply {V_supply:.0f} V breaks gaps from {edge_short:.3f} "
      f"to {edge_long:.3f} cm")
for d in (4.0, 1.2, 0.6):
    print(f"  at {V_supply:.0f} V, d = {d:.1f} cm: alpha d = "
          f"{alpha(V_supply / d) * d:.3f}, feedback = "
          f"{feedback(V_supply, d):.3f}")
print("Nonlocal model, breakdown voltage:")
for d in gaps:
    print(f"  d = {d:.1f} cm: V = {breakdown_nonlocal(d):.1f} V")
print(f"nonlocal minimum: {nonlocal_min.x:.3f} cm, {nonlocal_min.fun:.1f} V,"
      f" field {nonlocal_min.fun / nonlocal_min.x:.1f} V/cm")
for d in (4.0, 1.2, 0.6):
    mean, error = monte_carlo[d]
    print(f"  Monte Carlo electrons at anode, d = {d:.1f} cm: "
          f"{mean:.1f} +- {error:.1f}")
print(f"local minimum at {p_atm:.0f} Torr: gap {d_min / p_atm * 1e4:.1f} "
      f"micrometre, field {B * p_atm * 1e-4:.1f} V/micrometre")
print("PASS")
```

Running it gives:

```
A = 10 per (cm Torr), V_ion = 20 V
B = 200 V/(cm Torr), gamma = 0.01, p = 1 Torr
mean free path = 0.100 cm
L = ln(1 + 1/gamma) = 4.6151
electrons needed at anode per cathode electron = 101
gap at minimum = 1.2545 cm
minimum voltage = 250.90 V
numerical search: 1.2545 cm, 250.90 V
field at minimum = 200.0 V/cm
limiting gap = 0.4615 cm
Local model at breakdown, for each gap:
d = 4.0 cm: V = 370.4 V, E = 92.6 V/cm
  collisions d/mfp = 40, ionizing fraction = 0.115, volts per e-fold = 80.3 V
d = 2.0 cm: V = 272.8 V, E = 136.4 V/cm
  collisions d/mfp = 20, ionizing fraction = 0.231, volts per e-fold = 59.1 V
d = 1.2 cm: V = 251.2 V, E = 209.3 V/cm
  collisions d/mfp = 12, ionizing fraction = 0.385, volts per e-fold = 54.4 V
d = 0.8 cm: V = 290.9 V, E = 363.6 V/cm
  collisions d/mfp = 8, ionizing fraction = 0.577, volts per e-fold = 63.0 V
d = 0.6 cm: V = 457.3 V, E = 762.1 V/cm
  collisions d/mfp = 6, ionizing fraction = 0.769, volts per e-fold = 99.1 V
d = 0.5 cm: V = 1248.4 V, E = 2496.9 V/cm
  collisions d/mfp = 5, ionizing fraction = 0.923, volts per e-fold = 270.5 V
least volts per e-fold = 54.37 V at 200.0 V/cm
V(2 cm)/V(4 cm) = 0.736
V(0.6 cm)/V(1.2 cm) = 1.821
slope dV/dd at 4.0 cm = 49.7 V/cm
slope dV/dd at 0.6 cm = -2142.1 V/cm
supply 300 V breaks gaps from 0.772 to 2.584 cm
  at 300 V, d = 4.0 cm: alpha d = 2.779, feedback = 0.151
  at 300 V, d = 1.2 cm: alpha d = 5.392, feedback = 2.186
  at 300 V, d = 0.6 cm: alpha d = 4.022, feedback = 0.548
Nonlocal model, breakdown voltage:
  d = 4.0 cm: V = 423.6 V
  d = 2.0 cm: V = 351.4 V
  d = 1.2 cm: V = 371.7 V
  d = 0.8 cm: V = 498.9 V
  d = 0.6 cm: V = 889.9 V
  d = 0.5 cm: V = 2655.7 V
nonlocal minimum: 1.746 cm, 349.1 V, field 200.0 V/cm
  Monte Carlo electrons at anode, d = 4.0 cm: 101.6 +- 0.6
  Monte Carlo electrons at anode, d = 1.2 cm: 101.1 +- 0.5
  Monte Carlo electrons at anode, d = 0.6 cm: 100.0 +- 0.8
local minimum at 760 Torr: gap 16.5 micrometre, field 15.2 V/micrometre
PASS
```
